# Exchange Cycles and the Partition-Function Recursion for Ideal Bosons: test program

```python
"""
Result under test: for N ideal bosons at inverse temperature beta,
    Z_N = (1/N) sum_{k=1..N} z(k beta) Z_{N-k},   Z_0 = 1,
where z(beta) is the one-particle partition function. The k-th term comes
from exchange cycles that join k particle paths into one ring polymer.
Symbols: p_k = probability that a given particle is in a k-cycle;
n0 = mean occupation of the lowest orbital; M = imaginary-time slices;
hw = hbar*omega of an isotropic harmonic trap. SI units in the example;
the lattice test uses energies in units of k_B T.
"""
import itertools
import math
import numpy as np
from scipy.constants import hbar, k as k_B
from scipy.linalg import expm


def recursion(z_values):
    """z_values[k-1] = z(k beta); returns Z_0 ... Z_N."""
    Z = [1.0]
    for n in range(1, len(z_values) + 1):
        Z.append(sum(z_values[k - 1] * Z[n - k] for k in range(1, n + 1)) / n)
    return np.array(Z)


def cycle_containing(perm, start):
    members = [start]
    while perm[members[-1]] != start:
        members.append(perm[members[-1]])
    return members


def cycle_lengths(perm):
    unseen, lengths = set(range(len(perm))), []
    while unseen:
        members = cycle_containing(perm, min(unseen))
        lengths.append(len(members))
        unseen -= set(members)
    return lengths


# --- Symmetrized trace, with and without interactions: three-site lattice ---
site_energy = np.array([0.0, 0.3, 0.5])
hopping = 0.7
h_one = np.diag(site_energy)
for a, b in ((0, 1), (1, 2)):
    h_one[a, b] = h_one[b, a] = -hopping


def fock_trace(U):
    states = [n for n in itertools.product(range(4), repeat=3) if sum(n) == 3]
    index = {n: i for i, n in enumerate(states)}
    H = np.zeros((len(states), len(states)))
    for n in states:
        i = index[n]
        H[i, i] = np.dot(site_energy, n) + U * sum(q * (q - 1) for q in n) / 2
        for a, b in ((0, 1), (1, 0), (1, 2), (2, 1)):
            if n[b] > 0:
                new = list(n)
                new[b] -= 1
                new[a] += 1
                H[index[tuple(new)], i] -= hopping * math.sqrt(n[b] * (n[a] + 1))
    return np.exp(-np.linalg.eigvalsh(H)).sum()


def permutation_trace(U):
    one = np.eye(3)
    H = (np.kron(np.kron(h_one, one), one) + np.kron(np.kron(one, h_one), one)
         + np.kron(np.kron(one, one), h_one))
    for i, r in enumerate(itertools.product(range(3), repeat=3)):
        H[i, i] += U * ((r[0] == r[1]) + (r[0] == r[2]) + (r[1] == r[2]))
    rho = expm(-H).reshape((3,) * 6)
    total = 0.0
    for perm in itertools.permutations(range(3)):
        axes = (0, 1, 2) + tuple(3 + p for p in perm)
        total += np.trace(rho.transpose(axes).reshape(27, 27))
    return total / math.factorial(3)


U_test = 1.0
fock_ideal, fock_int = fock_trace(0.0), fock_trace(U_test)
perm_int = permutation_trace(U_test)
lattice_rec = recursion([np.trace(expm(-k * h_one)) for k in (1, 2, 3)])[3]
assert abs(perm_int / fock_int - 1) < 1e-11
assert abs(permutation_trace(0.0) / fock_ideal - 1) < 1e-11
assert abs(lattice_rec / fock_ideal - 1) < 1e-11
assert abs(lattice_rec / fock_int - 1) > 0.05  # ideal recursion must fail here

# --- Trap parameters and thermodynamics from the recursion ---
N = 10
frequency = 100.0
temperature = 10e-9
hw = hbar * 2 * math.pi * frequency
beta = 1 / (k_B * temperature)


def z_trap(b):
    return (2 * math.sinh(b * hw / 2)) ** -3


def e_trap(b):
    return 1.5 * hw / math.tanh(b * hw / 2)


def trap_results(b):
    z = np.array([z_trap(k * b) for k in range(1, N + 1)])
    Z = recursion(z)
    p = np.array([z[k - 1] * Z[N - k] / (N * Z[N]) for k in range(1, N + 1)])
    energy = N * sum(p[k - 1] * e_trap(k * b) for k in range(1, N + 1))
    tail = np.array([math.exp(-1.5 * k * b * hw) * Z[N - k] / Z[N]
                     for k in range(1, N + 1)])
    return z, Z, p, energy, tail


z, Z, p, energy, n0_tail = trap_results(beta)
n0 = n0_tail.sum()

# --- Explicitly linked beads: Gaussian determinant for each permutation ---
x_beta = beta * hw


def linked_beads(perm, M):
    """One-dimensional trap; returns the integral over all linked beads."""
    n, theta = len(perm), x_beta / M
    A = np.eye(n * M) * theta ** 2
    for i in range(n):
        for s in range(M):
            first = i * M + s
            second = first + 1 if s < M - 1 else perm[i] * M
            A[first, first] += 1
            A[second, second] += 1
            A[first, second] -= 1
            A[second, first] -= 1
    return math.exp(-0.5 * np.linalg.slogdet(A)[1])


M_test = 4
theta = x_beta / M_test
grid = np.linspace(-13, 13, 261)  # positions in oscillator lengths
dx = grid[1] - grid[0]
X, Y = np.meshgrid(grid, grid, indexing="ij")
kernel = dx / math.sqrt(2 * math.pi * theta) * np.exp(
    -(X - Y) ** 2 / (2 * theta) - theta * (X ** 2 + Y ** 2) / 4)
kernel_eigs = np.linalg.eigvalsh(kernel)
ring = {k: np.sum(kernel_eigs ** (k * M_test)) for k in range(1, 5)}
for perm in itertools.permutations(range(4)):
    product = math.prod(ring[k] for k in cycle_lengths(perm))
    assert abs(linked_beads(perm, M_test) / product - 1) < 1e-9

three_cycle = (1, 2, 0)
exact_ring = 1 / (2 * math.sinh(3 * x_beta / 2))
ring_4, ring_8 = linked_beads(three_cycle, 4), linked_beads(three_cycle, 8)
error_ratio = (ring_4 - exact_ring) / (ring_8 - exact_ring)
assert abs(error_ratio - 4) < 0.05  # second order in the time step

# --- Explicit permutations of six particles: counting and probabilities ---
n_small = 6
weight_sum = 0.0
count = np.zeros(n_small + 1, dtype=int)
distinct_cycles = {k: set() for k in range(1, n_small + 1)}
weight_k = np.zeros(n_small + 1)
cycles_k = np.zeros(n_small + 1)
type_sum = {}
for perm in itertools.permutations(range(n_small)):
    lengths = cycle_lengths(perm)
    weight = math.prod(z[k - 1] for k in lengths)
    weight_sum += weight
    last_cycle = tuple(cycle_containing(perm, n_small - 1))
    k_last = len(last_cycle)
    count[k_last] += 1
    distinct_cycles[k_last].add(last_cycle)
    weight_k[k_last] += weight
    for k in lengths:
        cycles_k[k] += weight
    key = tuple(sorted(lengths))
    type_sum[key] = type_sum.get(key, 0) + 1
assert abs(weight_sum / math.factorial(n_small) / Z[n_small] - 1) < 1e-11
for k in range(1, n_small + 1):
    # distinct cycles through the last particle, then all permutations
    number_of_cycles = math.factorial(n_small - 1) // math.factorial(n_small - k)
    assert len(distinct_cycles[k]) == number_of_cycles
    assert count[k] == math.factorial(n_small - 1)
    p_formula = z[k - 1] * Z[n_small - k] / (n_small * Z[n_small])
    assert abs(weight_k[k] / weight_sum - p_formula) < 1e-11
    assert abs(cycles_k[k] / weight_sum - n_small * p_formula / k) < 1e-11
for key, number in type_sum.items():
    denominator = math.prod(k ** key.count(k) * math.factorial(key.count(k))
                            for k in set(key))
    assert number * denominator == math.factorial(n_small)


# --- Occupation-number construction, one orbital at a time ---
def orbital_partition(b):
    """Returns Z without the lowest orbital and Z with all orbitals."""
    excited = [1.0] + [0.0] * N
    for shell in range(1, 81):
        w = math.exp(-b * hw * (shell + 1.5))
        for _ in range((shell + 1) * (shell + 2) // 2):
            for j in range(1, N + 1):
                excited[j] += w * excited[j - 1]
    total = excited.copy()
    w0 = math.exp(-1.5 * b * hw)
    for j in range(1, N + 1):
        total[j] += w0 * total[j - 1]
    return np.array(excited), np.array(total)


Z_excited, Z_orbital = orbital_partition(beta)
assert np.max(np.abs(Z_orbital / Z - 1)) < 1e-9
w0 = math.exp(-1.5 * beta * hw)
n0_distribution = np.array([w0 ** n * Z_excited[N - n] / Z_orbital[N]
                            for n in range(N + 1)])
n0_direct = np.dot(np.arange(N + 1), n0_distribution)
assert abs(n0_direct - n0) < 1e-8
for k in range(1, N + 1):
    assert abs(n0_distribution[k:].sum() - n0_tail[k - 1]) < 1e-8
step = 1e-4 * beta
lnZ_plus = math.log(orbital_partition(beta + step)[1][N])
lnZ_minus = math.log(orbital_partition(beta - step)[1][N])
energy_direct = -(lnZ_plus - lnZ_minus) / (2 * step)
assert abs(energy_direct / energy - 1) < 1e-6  # finite-difference error

# --- Hot and cold limits of the cycle probabilities ---
p_hot = trap_results(1 / (k_B * 1000e-9))[2]
p_cold = trap_results(1 / (k_B * 0.5e-9))[2]
assert 1 - p_hot[0] < 1e-5
assert np.max(np.abs(p_cold - 1 / N)) < 1e-3

# --- Numbers for the text ---
print("Lattice: site energies / kBT =", site_energy, " hopping / kBT =", hopping)
print(f"Lattice: repulsion U / kBT = {U_test:.1f}, three bosons, three sites")
print(f"Lattice Z, U on, occupation basis = {fock_int:.8f}")
print(f"Lattice Z, U on, permutation sum  = {perm_int:.8f}")
print(f"Lattice Z, U = 0, occupation basis = {fock_ideal:.8f}")
print(f"Lattice Z, U = 0, recursion        = {lattice_rec:.8f}")
print(f"Trap: N = {N}, frequency = {frequency:.1f} Hz, T = {temperature*1e9:.1f} nK")
print(f"hbar*omega = {hw:.6e} J;  beta*hbar*omega = {x_beta:.6f}")
print(f"1D three-cycle, M = 4 per strand (12 beads): {ring_4:.8f}")
print(f"1D three-cycle, M = 8 per strand (24 beads): {ring_8:.8f}")
print(f"1D three-cycle, exact z(3 beta):             {exact_ring:.8f}")
print(f"Time-step error ratio, M = 4 to M = 8: {error_ratio:.4f}")
print("k, z(k beta), Z_k, p_k for N = 10 (all dimensionless)")
for k in range(1, N + 1):
    print(f"{k:2d}  {z[k-1]:.6e}  {Z[k]:.6e}  {p[k-1]:.6f}")
print(f"Sum of p_k = {p.sum():.10f}")
print(f"Probability of a cycle longer than one = {1 - p[0]:.6f}")
print(f"Z_10 built orbital by orbital = {Z_orbital[N]:.6e}")
print(f"z(beta)^N / N! = {z[0]**N / math.factorial(N):.6e}")
print(f"Energy, bosons = {energy:.6e} J")
print(f"Energy / kB, bosons = {energy/k_B*1e9:.4f} nK")
print(f"Energy from finite difference of ln Z = {energy_direct:.6e} J")
print(f"Energy, distinguishable = {N*e_trap(beta):.6e} J")
print(f"Ground-state energy = {N*1.5*hw:.6e} J")
print(f"Mean n0, bosons = {n0:.6f}")
print(f"Mean n0 from its distribution = {n0_direct:.6f}")
print(f"Mean n0, distinguishable = {N*w0/z[0]:.6f}")
print("T in nK, p_1, p_10, mean n0")
for T_nK in (2.0, 10.0, 50.0):
    _, _, p_T, _, tail_T = trap_results(1 / (k_B * T_nK * 1e-9))
    print(f"{T_nK:5.1f}  {p_T[0]:.6f}  {p_T[-1]:.6e}  {tail_T.sum():.6f}")
print("all tests passed")
```

Output:

```
Lattice: site energies / kBT = [0.  0.3 0.5]  hopping / kBT = 0.7
Lattice: repulsion U / kBT = 1.0, three bosons, three sites
Lattice Z, U on, occupation basis = 5.71769026
Lattice Z, U on, permutation sum  = 5.71769026
Lattice Z, U = 0, occupation basis = 16.70835356
Lattice Z, U = 0, recursion        = 16.70835356
Trap: N = 10, frequency = 100.0 Hz, T = 10.0 nK
hbar*omega = 6.626070e-32 J;  beta*hbar*omega = 0.479924
1D three-cycle, M = 4 per strand (12 beads): 0.63844845
1D three-cycle, M = 8 per strand (24 beads): 0.63811393
1D three-cycle, exact z(3 beta):             0.63800231
Time-step error ratio, M = 4 to M = 8: 3.9968
k, z(k beta), Z_k, p_k for N = 10 (all dimensionless)
 1  8.790264e+00  8.790264e+00  0.880998
 2  1.008684e+00  3.913872e+01  0.092599
 3  2.596969e-01  1.177220e+02  0.019704
 4  9.037527e-02  2.691648e+02  0.005032
 5  3.636970e-02  4.991538e+02  0.001292
 6  1.582883e-02  7.822735e+02  0.000303
 7  7.204212e-03  1.065999e+03  0.000060
 8  3.366546e-03  1.289800e+03  0.000009
 9  1.598350e-03  1.408130e+03  0.000001
10  7.662099e-04  1.404978e+03  0.000000
Sum of p_k = 1.0000000000
Probability of a cycle longer than one = 0.119002
Z_10 built orbital by orbital = 1.404978e+03
z(beta)^N / N! = 7.590254e+02
Energy, bosons = 3.965517e-30 J
Energy / kB, bosons = 287.2212 nK
Energy from finite difference of ln Z = 3.965517e-30 J
Energy, distinguishable = 4.221144e-30 J
Ground-state energy = 9.939105e-31 J
Mean n0, bosons = 0.837157
Mean n0 from its distribution = 0.837157
Mean n0, distinguishable = 0.553803
T in nK, p_1, p_10, mean n0
  2.0  0.133031  7.091592e-02  9.642098
 10.0  0.880998  5.453538e-08  0.837157
 50.0  0.999007  1.077570e-25  0.007712
all tests passed
```
